# Circular dichroism from real-time Kohn–Sham propagation, and its origin dependence

## Result and conventions

Take a closed-shell molecule with a real, time-reversal-invariant Kohn–Sham (KS) ground state. Propagate it three times, each run starting with a weak field impulse \(\mathbf E(t)=\kappa\,\delta(t)\,\mathbf e_j\), \(j=x,y,z\), and record the magnetic moment component \(m_j^{(j)}(t)\) along the kick. To first order in \(\kappa\),

\[
S(t)\equiv\frac1\kappa\sum_j m_j^{(j)}(t)=2\sum_n R_n\cos\omega_n t ,\qquad
R_n=\mathrm{Im}\,\langle0|\boldsymbol\mu|n\rangle\cdot\langle n|\mathbf m|0\rangle ,
\]

and the rotatory strength function is, for \(\omega>0\),

\[
R(\omega)=\sum_nR_n\,\delta(\omega-\omega_n)=\frac1\pi\int_0^\infty S(t)\cos\omega t\,dt .
\]

The sum over the three runs is independent of the coordinate origin if the KS potential is local and the basis complete. The separate terms are not.

Atomic units are used. The electron has charge \(-1\), so \(\boldsymbol\mu=-\mathbf r\) and \(\mathbf m=-\tfrac12\mathbf L\), with moments in units of \(e\hbar/m_e\). Nuclei are fixed and spin–orbit coupling is absent.

**Why \(R_n\) measures circular dichroism.** A circular wave along \(z\) with \(\mathbf E\propto\mathbf e_\pm e^{-i\omega t}\), \(\mathbf e_\pm=(\hat{\mathbf x}\pm i\hat{\mathbf y})/\sqrt2\), has \(\mathbf B=\hat{\mathbf z}\times\mathbf E/c=\mp i\mathbf E/c\). The coupling \(-\boldsymbol\mu\cdot\mathbf E-\mathbf m\cdot\mathbf B\) gives a transition rate proportional to \(|\mathbf e_\pm\cdot(\boldsymbol\mu_{n0}\mp i\mathbf m_{n0}/c)|^2\). Averaging over orientations replaces this by one third of the squared vector:

\[
\tfrac13\Big(|\boldsymbol\mu_{n0}|^2\pm\tfrac{2}{c}R_n+\dots\Big).
\]

The upper sign is left circular light, so \(R_n>0\) means stronger absorption of left than of right light. The electric quadrupole enters at the same order in \(1/c\), but its interference with the dipole averages to a contraction of a symmetric with an antisymmetric tensor, which is zero. Absorbed power is rate times \(\omega\), so the dichroic absorption spectrum is proportional to \(\omega R(\omega)\).

## Derivation

**Kick.** The coupling is \(H'=-\boldsymbol\mu\cdot\mathbf E=\kappa\,\delta(t)\,x_j\). During the impulse nothing else acts, hence

\[
\varphi_i(0^+)=e^{-i\kappa x_j}\varphi_i .
\]

Replacing \(x_j\) by \(x_j-a_j\) multiplies all orbitals by one phase. The kick therefore carries no origin dependence; all of it comes from \(\mathbf L\).

**Fixed Hamiltonian.** Expanding \(\langle e^{-i\kappa\mu_j}m_j(t)e^{i\kappa\mu_j}\rangle\) to first order gives \(m_j(t)=i\kappa\langle[m_j(t),\mu_j]\rangle\). With \(Z_n=\langle0|\mu_j|n\rangle\langle n|m_j|0\rangle\),

\[
m_j(t)=i\kappa\sum_n\left(Z_n^*e^{-i\omega_nt}-Z_ne^{i\omega_nt}\right)
=2\kappa\sum_n\left(\mathrm{Im}Z_n\cos\omega_nt+\mathrm{Re}Z_n\sin\omega_nt\right).
\]

For real states \(\mu_j\) has real and \(m_j\) imaginary matrix elements, so \(\mathrm{Re}Z_n=0\). In a magnetic ground state the sine term can survive, and the cosine transform then mixes it in.

**Self-consistent response.** The KS Hamiltonian changes with the density, so the commutator formula does not apply directly. Let \(q=(i,a)\) label a pair of occupied and empty real orbitals, \(\Delta_q=\varepsilon_a-\varepsilon_i\), and write \(\delta\varphi_i=e^{-i\varepsilon_it}\sum_ac_q\varphi_a\). Mixing among occupied orbitals changes no observable and is dropped. The density change is \(2\sum_q\varphi_i\varphi_a(c_q+c_q^*)\), the factor 2 being spin. With \(K\) the matrix of the real, symmetric, adiabatic Hartree–exchange–correlation kernel,

\[
i\dot c=\Delta c+2K(c+c^*).
\]

Set \(c=u+iv\) and separate real and imaginary parts:

\[
\dot u=\Delta v,\qquad \dot v=-(\Delta+4K)u .
\]

The kick gives \(u(0)=0\), \(v(0)=-\kappa x_j\), where \(x_j\) now stands for the vector of elements \(\langle i|x_j|a\rangle\). Substituting \(u=\sqrt\Delta\,s\) yields

\[
\ddot s=-\Omega s,\qquad \Omega=\Delta^2+4\sqrt\Delta K\sqrt\Delta,\qquad \Omega F_n=\omega_n^2F_n .
\]

Since \(v=\Delta^{-1/2}\dot s\), we have \(\dot s(0)=-\kappa\sqrt\Delta x_j\) and

\[
v(t)=-\kappa\,\Delta^{-1/2}\sum_nF_n\,(F_n\cdot\sqrt\Delta x_j)\cos\omega_nt .
\]

Let \(\Lambda_j\) be the vector \(\langle i|(\mathbf r\times\nabla)_j|a\rangle\), so that \(\langle i|L_j|a\rangle=-i\Lambda_j\). Then \(L_j(t)=2\sum_q(-i\Lambda_{j,q}c_q+\mathrm{c.c.})=4\Lambda_j\cdot v\), and \(m_j=-2\Lambda_j\cdot v\). Define

\[
\mathbf r_n=\sqrt2\sum_q\mathbf r_q\sqrt{\tfrac{\Delta_q}{\omega_n}}F_{n,q},\qquad
\mathbf l_n=\sqrt2\sum_q\boldsymbol\Lambda_q\sqrt{\tfrac{\omega_n}{\Delta_q}}F_{n,q}.
\]

The frequency factors cancel in the product, leaving

\[
\frac{m_j^{(j)}(t)}\kappa=\sum_nr_{n,j}\,l_{n,j}\cos\omega_nt,\qquad R_n=\tfrac12\,\mathbf r_n\cdot\mathbf l_n .
\]

This agrees with the definition when \(\langle0|\mathbf r|n\rangle=\mathbf r_n\) and \(\langle0|\mathbf L|n\rangle=-i\mathbf l_n\): then \(\langle n|\mathbf m|0\rangle=-\tfrac i2\mathbf l_n\), and the product with \(-\mathbf r_n\) is \(\tfrac i2\mathbf r_n\cdot\mathbf l_n\). For \(K=0\) the lines fall back to the orbital gaps.

**Transform.** The integral \(\int_0^\infty\cos\omega_nt\cos\omega t\,dt\) equals \(\tfrac\pi2[\delta(\omega-\omega_n)+\delta(\omega+\omega_n)]\). The factor 2 in \(S\) cancels the \(\tfrac12\), which leaves the prefactor \(1/\pi\). In practice \(S\) is multiplied by \(e^{-\gamma t}\), and each line becomes

\[
\frac{R_n}{\pi}\left[\frac{\gamma}{(\omega-\omega_n)^2+\gamma^2}+\frac{\gamma}{(\omega+\omega_n)^2+\gamma^2}\right].
\]

**Two sum rules.** \(L_j\) contains no \(p_j\) and commutes with \(x_j\), so the kick creates no \(L_j\). Hence \(S(0^+)=0\) and \(\sum_nR_n=0\): a spectrum that does not vanish has both signs. The kick does change the total momentum of \(N\) electrons to \(P_j=-\kappa N\), which is used below.

## Origin dependence

Measure angular momentum about \(\mathbf a\). Then \(\mathbf L'=\mathbf L-\mathbf a\times\mathbf P\), and

\[
m_j'^{(j)}-m_j^{(j)}=\tfrac12\,(\mathbf a\times\mathbf P^{(j)})_j .
\]

A single run changes when a kick along \(j\) produces momentum with a component perpendicular to both \(\mathbf e_j\) and \(\mathbf a\). One component is therefore not an observable by itself.

For the trace, two facts are needed. First, with a local potential \(i[h,\mathbf r]=\mathbf p\), so \(\mathbf P=d\mathbf D/dt\), where \(\mathbf D\) is the summed electron position. Second, \(D_l=4\,x_l\cdot u\) and the solution for \(s\) give

\[
D_l^{(j)}(t)-D_l(0)=-2\kappa\sum_nr_{n,l}\,r_{n,j}\sin\omega_nt ,
\]

which is symmetric in \(l\) and \(j\). The change of the trace, \(\tfrac1{2\kappa}\sum_{jkl}\epsilon_{jkl}a_kP_l^{(j)}\), contracts an antisymmetric with a symmetric tensor and vanishes. Differentiating at \(t=0^+\) and using \(P_j=-\kappa N\) also gives \(\sum_n\omega_nr_{n,l}r_{n,j}=\tfrac N2\delta_{lj}\).

**Finite basis.** Let \(\mathbf g_n\) be built like \(\mathbf l_n\), with \(\nabla\) in place of \(\mathbf r\times\nabla\). The recorded momentum is \(P_l^{(j)}=-2\kappa\sum_ng_{n,l}r_{n,j}\cos\omega_nt\), and \(\mathbf l_n\to\mathbf l_n-\mathbf a\times\mathbf g_n\). Thus

\[
\Delta R_n=-\tfrac12\mathbf r_n\cdot(\mathbf a\times\mathbf g_n)=\tfrac12\,\mathbf a\cdot(\mathbf r_n\times\mathbf g_n).
\]

In a complete basis \([h,\mathbf r]=-\nabla\) gives \(\langle i|\nabla|a\rangle=\Delta_q\mathbf r_q\), so \(\mathbf g_n=\omega_n\mathbf r_n\) and \(\Delta R_n=0\). In a truncated basis the two vectors are not quite parallel, and the error grows linearly with \(|\mathbf a|\).

The velocity form \(R_n^{\rm v}=\mathbf g_n\cdot\mathbf l_n/(2\omega_n)\) changes by a multiple of \(\mathbf g_n\cdot(\mathbf a\times\mathbf g_n)=0\). It is origin independent in any basis, though not free of basis error. A nonlocal pseudopotential adds \(i[v_{\rm nl},\mathbf r]\) to the velocity, and the argument with canonical \(\mathbf p\) then fails.

## Algorithm

```
solve the ground state: orbitals, energies, F0, density n0
for j in x, y, z:                  # may be batched
    phi = exp(-i*kappa*x_j) phi0
    for each time step h:
        record L_j (also D and P for checks)
        phi = exp(-i*F0*h/2) phi
        dv  = v_Hxc[n(phi)] - v_Hxc[n0]
        phi = exp(-i*dv*h) phi
        phi = exp(-i*F0*h/2) phi
S(t) = -(1/2) * sum_j L_j(t) / kappa
R(w) = (1/pi) * integral of S(t) exp(-gamma*t) cos(w*t)
repeat the recording with a shifted origin; compare traces
```

The middle factor is a local phase. To first order it changes \(v\) but not \(u\), so it leaves the density at which \(dv\) was evaluated unchanged. One potential evaluation per step suffices and no predictor is needed.

**Time-step error.** For one pair, a step of length \(h\) is a rotation by \(\Delta h\) split around the shear \(v\to v-4Kh\,u\). Half the trace of this map gives the numerical frequency \(\omega'\):

\[
\cos\omega'h=\cos\Delta h-2Kh\sin\Delta h .
\]

Expanding to order \(h^4\), with \(\omega^2=\Delta^2+4K\Delta\),

\[
\omega'^2=\omega^2+\frac{h^2}{12}\left(\omega^4-\Delta^4-8K\Delta^3\right)
=\omega^2+\frac{h^2}{12}(\omega^2-\Delta^2)^2 ,
\]

because \(\omega^4=\Delta^4+8K\Delta^3+16K^2\Delta^2\). Hence \(\delta\omega\approx h^2(\omega^2-\Delta^2)^2/(24\omega)\). The error comes from the induced potential alone; \(F_0\) is treated without time-step error. In this one-pair model, for \(K>0\) and \(\Delta h<\pi\), the right-hand side stays above \(-1\), and the step is stable, if \(2Kh\tan(\Delta h/2)<1\).

**Cost.** Truncating the damped signal at relative size \(\eta\) needs \(T=\gamma^{-1}\ln(1/\eta)\), so the work is \(3T/h\) potential evaluations and doubles when the linewidth is halved. With stored Coulomb integrals over \(M\) basis functions an evaluation scales as \(M^4\). Batching the three runs lets them share each pass through the integrals. Recording \(\mathbf L\) costs of order \(M^2\) per orbital.

**Kick size.** Second-order terms enter \(m/\kappa\) in proportion to \(\kappa\), while rounding errors enter as \(1/\kappa\). If no value satisfies both, runs with \(\pm\kappa\) can be subtracted to remove the second-order term.

## Worked example

Two electrons in a singlet move in the potential

\[
V=\tfrac12(0.4^2x^2+0.5^2y^2+0.6^2z^2)+0.02\,xy+0.05\,xyz\,e^{-0.1r^2},
\]

with Hartree repulsion and adiabatic local-density exchange; correlation is omitted. The only spatial symmetry is a twofold rotation about \(z\). The basis contains all Cartesian Gaussians of exponent 0.2 bohr\(^{-2}\) up to degree \(L\). Propagation uses \(L=5\) (56 functions), \(\kappa=10^{-5}\), \(h=0.2\), \(T=300\) and \(\gamma=0.02\) hartree.

| line | KS gap (hartree) | \(\omega_n\) (hartree) | \(R_n\) (a.u.) |
|---|---|---|---|
| 1 | 0.2923 | 0.3937 | −0.00258 |
| 2 | 0.4182 | 0.5026 | 0.01397 |
| 3 | 0.5241 | 0.5955 | −0.02160 |

These values come from diagonalizing \(\Omega\). One atomic unit of \(R\) is \(471.44\times10^{-40}\) esu² cm², so the strengths are −1.2, 6.6 and −10.2 in units of \(10^{-40}\) esu² cm². The excitation energies are 10.7, 13.7 and 16.2 eV. The three strengths add to −0.0102, so by the sum rule higher lines carry +0.0102.

**Time signal.** The propagated \(S(t)\) differs from \(2\sum_nR_n\cos\omega_nt\) by at most 0.5% of the largest predicted signal. The time step accounts for this: in the linearized propagation, halving \(h\) lowers the difference to 0.13%. The one-pair step formula gives a first estimate of the phase error. For line 1, \(\omega^2-\Delta^2=0.1550-0.0854=0.0696\), so

\[
\delta\omega\approx\frac{0.04\times0.0696^2}{24\times0.3937}=2.1\times10^{-5}\ \text{hartree},
\]

a phase of 0.006 rad at \(t=300\). This is too small by about a factor of two, because each line mixes many pairs. Repeating the expansion for the coupled equations replaces \((\omega^2-\Delta^2)^2\) by the average \(\sum_qF_{n,q}^2(\omega_n^2-\Delta_q^2)^2\), in which small admixtures of pairs with large gaps weigh heavily. Iterating the full linearized step gives phase errors of 0.014, 0.013 and 0.011 rad for the three lines. Weighted by \(2|R_n|\), they shift \(S\) by at most \(9\times10^{-4}\), consistent with the difference of about \(7\times10^{-4}\) recorded.

**Spectrum.** At line 3 the transform gives −0.3294 a.u./hartree and the Lorentzian sum −0.3304, a deficit of 0.3%. Truncation at \(T\) accounts for it: an isolated peak loses the fraction \(e^{-\gamma T}=e^{-6}=0.25\%\), and the cut-off signal of the other lines supplies the rest.

Reading a strength from a peak height needs more care. For an isolated line \(\pi\gamma R(\omega_n)=R_n\), but at line 1 this estimate is −0.00228, 12% too small in magnitude. The tail of line 2 contributes

\[
0.01397\times\frac{0.02^2}{0.1089^2+0.02^2}=+0.00046,
\]

and that of line 3 contributes −0.00021. With \(R_1\) they give −0.00233, which explains most of the deficit. Weak lines beside strong ones should be obtained by fitting several lines together.

**Symmetry.** Reversing the \(xyz\) term reflects the system in the plane \(z=0\), and the three strengths change sign. Without that term this plane is a mirror. A transition vector \(\mathbf r_n\) in the plane then belongs to a state even under reflection, whereas in-plane \(\mathbf l_n\) requires an odd state; for vectors along \(z\) the roles are exchanged. Every \(R_n\) vanishes, and the test confirms this for the three lowest lines.

The achiral trap also has known frequencies. A rigidly displaced density feels a linear restoring force, while its internal Hartree and exchange forces sum to zero. The modes therefore satisfy \(\omega^2=0.205\pm\sqrt{0.045^2+0.02^2}\) in the plane, or 0.3947 and 0.5042 hartree, and 0.6 along \(z\). The response at \(L=6\) gives 0.3951, 0.5048 and 0.6006.

**Moving the origin.** Shift it by 5 bohr along \(z\). For line 1, \(\mathbf r_n=(1.558,-0.334,0)\) bohr, and with \(\mathbf g_n\approx\omega_n\mathbf r_n\) the \(x\) component of \(R_n\) changes by

\[
\tfrac12a_z\,\omega_n\,r_{n,x}r_{n,y}=2.5\times0.3937\times1.558\times(-0.334)=-0.51\ \text{a.u.}
\]

This is about 200 times \(R_1\) itself. Line 2 gives +0.51, as the rule \(\sum_n\omega_nr_{n,x}r_{n,y}=0\) requires when two lines dominate. When their cosines are opposite, the \(x\) signal changes by about \(2(0.51+0.51)=2.04\), the largest change recorded. The trace changes by at most 0.0007, or 0.5% of the largest \(|S|\).

The ingredients of the proof were tested on the same runs. Reciprocity of the \(x\) and \(y\) dipole signals holds to \(7\times10^{-11}\) relative to their maximum. The relation \(\mathbf P=d\mathbf D/dt\) holds to 0.2% of the largest momentum. Two errors of this order enter and partly cancel: the central difference used for the derivative, \(\omega^2h^2/6=0.24\%\) at line 3, and the basis error, which summed over all lines reaches 0.3% of the largest momentum, more than line 3 alone supplies. For line 3 both \(\mathbf r_n\) and \(\mathbf g_n\) lie along \(z\), so the ratio of the velocity to the length form, −0.021568 to −0.021603, shows \(\mathbf g_n\) to be 0.16% below \(\omega_n\mathbf r_n\).

**Basis convergence.** The largest trace change among the three lines, for the same shift, is

| \(L\) | change of \(R_n\) (a.u.) | \(R_1\) (a.u.) |
|---|---|---|
| 3 | 0.00019 | −0.00166 |
| 4 | 0.00021 | −0.00308 |
| 5 | 0.00014 | −0.00258 |
| 6 | 0.00002 | −0.00274 |

The decrease is not monotonic. At \(L=5\) the largest residue equals 5% of \(|R_1|\), an upper bound for the change of line 1; a shift of 50 bohr would make it ten times larger. A small residue does not prove convergence either: at \(L=3\) it is far below the actual error of \(R_1\), and the length and velocity forms of \(R_1\) agree within 1% there (−0.00166 and −0.00167). The strengths themselves must be followed as the basis grows. From \(L=5\) to 6 they change by 6%, 2% and 0.2%. The small last figure is fortuitous: at \(L=7\), \(R_3\) moves on to −0.02145. For \(L=8\) to 10 the strengths settle at −0.00271, 0.01415 and −0.02151, so the \(L=5\) values tabulated above are off by about 5%, 1.3% and 0.4%, while the frequencies move by about \(10^{-4}\) hartree.

## Failure modes and limits

- **Frozen potential.** Omitting \(dv\) sets \(K=0\) and puts line 1 at 0.292 instead of 0.394 hartree.
- **Unstable ground state.** If \(\Omega\) has a negative eigenvalue, that mode grows exponentially instead of oscillating. Unless symmetry keeps it out of the signal, its growth eventually swamps the lines of the stable modes.
- **Remote origin.** Keep the origin near the centre of the molecule. This reduces the finite-basis residue and the cancellation between large components.
- **Violated sum rule.** A nonzero \(S(0^+)\) signals a wrong operator or a basis not closed under rotation about the origin of \(\mathbf L\); the size of the kick plays no part, since \(e^{-i\kappa x_j}\) commutes with \(L_j\) for any \(\kappa\). The present one-centre basis is closed, and \(\sum_nR_n\) vanishes to rounding. An atom-centred basis for a molecule is not closed under rotation about any point, so there \(S(0^+)\) need not vanish even with correct operators, and a nonzero value reflects basis incompleteness.

One limit is of principle. Time-dependent density functional theory guarantees the density, and through continuity the divergence of the current, but \(\mathbf m\) depends on the whole current. Take \(\mathbf j=\nabla\times(f\hat{\mathbf z})=(\partial_yf,-\partial_xf,0)\) with \(f=e^{-r^2}\). It has no divergence and leaves the density unchanged, yet, integrating by parts,

\[
\tfrac12\int(xj_y-yj_x)\,d^3r=-\tfrac12\int(x\,\partial_xf+y\,\partial_yf)\,d^3r=\int f\,d^3r=\pi^{3/2}\approx5.57 .
\]

True and KS currents may differ by such a term. In the example the single KS orbital \(\sqrt{n/2}\,e^{i\theta}\) forces \(\mathbf j=n\nabla\theta\), a restriction that the current of two interacting electrons need not obey. The computed \(R(\omega)\) is the rotatory strength function of the KS response; even the exact scalar functional would not make it the true one in general. The numerical output lists the remaining values.

## Calculated quantities

```
trap frequencies (hartree): 0.4 0.5 0.6
xy coupling, chiral coefficient (a.u.): 0.02 0.05
range parameter, basis exponent (bohr^-2): 0.1 0.2
kick (a.u.): 1e-05  damping (hartree): 0.02
time step, total time (a.u.): 0.2 300.0
basis functions for propagation, L=5: 56
KS gaps, L=5 (hartree): 0.2923 0.4182 0.5241
1 a.u. of R in 1e-40 esu^2 cm^2: 471.44
line 1, L=5: w = 0.3937 hartree = 10.71 eV
  r_n (bohr): 1.5578 -0.3341 0.0000
  R_n = -0.002580 a.u. = -1.216 e-40 esu^2 cm^2
  R_n of mirror image = 0.002580 a.u.
  R(w_n) real time, line sum (a.u./hartree): -0.03624 -0.03647
  pi*damping*R(w_n), real time (a.u.): -0.002277
line 2, L=5: w = 0.5026 hartree = 13.68 eV
  r_n (bohr): 0.2962 1.3775 0.0000
  R_n = 0.013969 a.u. = 6.585 e-40 esu^2 cm^2
  R_n of mirror image = -0.013969 a.u.
  R(w_n) real time, line sum (a.u./hartree): 0.20651 0.20725
  pi*damping*R(w_n), real time (a.u.): 0.012975
line 3, L=5: w = 0.5955 hartree = 16.20 eV
  r_n (bohr): -0.0000 -0.0000 1.2739
  R_n = -0.021603 a.u. = -10.185 e-40 esu^2 cm^2
  R_n of mirror image = 0.021603 a.u.
  R(w_n) real time, line sum (a.u./hartree): -0.32935 -0.33035
  pi*damping*R(w_n), real time (a.u.): -0.020694
sum of all R_n, L=5 (a.u.): -2.0e-17
largest |S(t)| (a.u.): 0.14248
signal error / largest signal: 0.00509
spectrum error / largest value: 0.00398
largest norm drift: 7.5e-15
achiral modes, L=6 (hartree): 0.39508 0.50484 0.60061
exact trap modes (hartree): 0.39466 0.50423 0.6
reciprocity error, relative: 7.0e-11
error of p = dr/dt, relative: 0.00208
origin shift along z (bohr): 5.0
largest change of one component of S (a.u.): 2.04130
largest change of the trace S (a.u.): 0.000710
largest change of one component of R_n, L=6: 0.51213 a.u.
L=3: largest trace change of R_n = 0.000186 a.u.
  R_n length   (a.u.): -0.001661 0.011808 -0.020622
  R_n velocity (a.u.): -0.001674 0.011803 -0.020240
L=4: largest trace change of R_n = 0.000211 a.u.
  R_n length   (a.u.): -0.003084 0.015319 -0.022208
  R_n velocity (a.u.): -0.003064 0.015261 -0.022094
L=5: largest trace change of R_n = 0.000135 a.u.
  R_n length   (a.u.): -0.002580 0.013969 -0.021603
  R_n velocity (a.u.): -0.002577 0.013941 -0.021568
L=6: largest trace change of R_n = 0.000020 a.u.
  R_n length   (a.u.): -0.002735 0.014258 -0.021554
  R_n velocity (a.u.): -0.002733 0.014242 -0.021531
moment of the divergence-free current (a.u.): 5.5683
```
